\section*{Temperature Powers of Three- and Four-Phonon Scattering in the Classical Limit}

\section{The rate and its occupation factor}

Q. I am told that in a hot crystal three-phonon scattering rates grow as $T$ and four-phonon rates as $T^2$. Before I can doubt that, which rate is meant?

A. Take one phonon mode $\lambda$ of frequency $\omega$, disturb its mean occupation, keep all other modes in equilibrium, and ask how fast the disturbance decays. I set $\hbar=1$ and write $T$ for the thermal energy $k_BT$. Frequencies, mode patterns and force constants are held fixed while $T$ changes.

In one process $\lambda$ disappears, some partner phonons are created (``out'') and others absorbed (``in''). The matrix elements of the ladder operators are $\sqrt{n+1}$ for creation and $\sqrt n$ for absorption, so their squares give $n+1$ and $n$. In a large crystal the partners are distinct, independent modes, and the averages factorize. With $W=2\pi|V|^2\delta(\Delta E)$ from the golden rule,
\begin{equation}
\dot n_\lambda=-W\Big[n_\lambda\prod_{\rm out}(1+n_i)\prod_{\rm in}n_i
-(1+n_\lambda)\prod_{\rm out}n_i\prod_{\rm in}(1+n_i)\Big].
\end{equation}
At equilibrium the bracket vanishes. It is linear in $n_\lambda$, so a deviation $\delta n_\lambda$ obeys $\delta\dot n_\lambda=-WF\,\delta n_\lambda$ with
\begin{equation}
F=\prod_{\rm out}(1+n_i)\prod_{\rm in}n_i-\prod_{\rm out}n_i\prod_{\rm in}(1+n_i).
\label{F}
\end{equation}
The relaxation rate $\gamma$ is the sum of $WF$ over processes. It is a population rate; the vibration amplitude decays at $\gamma/2$. The vertex $V$ contains force constants, masses and frequencies, none of which varies here. All temperature dependence sits in $F$.

\section{Does the highest power survive?}

Q. Then you have a problem. At high temperature $n_i\simeq T/\omega_i$. When one phonon splits into three, the forward term contains $(1+n_1)(1+n_2)(1+n_3)$, which grows as $T^3$, not $T^2$.

A. The reverse term grows as $T^3$ too, with the same coefficient. To see what remains, put $c_i=n_i+\tfrac12$, so that $1+n_i=c_i+\tfrac12$ and $n_i=c_i-\tfrac12$. For splitting,
\begin{align}
F&=(c_1+\tfrac12)(c_2+\tfrac12)(c_3+\tfrac12)-(c_1-\tfrac12)(c_2-\tfrac12)(c_3-\tfrac12)\nonumber\\
&=c_1c_2+c_1c_3+c_2c_3+\tfrac14 .
\end{align}
Terms with an even number of halves are equal in the two products and cancel; those with an odd number double. The same expansion for redistribution, $\lambda+1\to2+3$, and recombination, $\lambda+1+2\to3$, gives
\begin{align}
F_{\rm redist}&=c_1c_2+c_1c_3-c_2c_3-\tfrac14,\\
F_{\rm recomb}&=c_1c_2-c_1c_3-c_2c_3+\tfrac14 .
\end{align}
The two three-phonon cases are $1+n_1+n_2=c_1+c_2$ for decay and $n_1-n_2=c_1-c_2$ for $\lambda+1\to2$.

Q. Now I see minus signs. What stops the quadratic terms from cancelling as well, or the linear ones in $n_1-n_2$?

A. Energy conservation. Let $s_i=+1$ for a created partner and $-1$ for an absorbed one, so $\omega=\sum_i s_i\omega_i$. With $x=\omega/T$, the Bose occupation $n=1/(e^x-1)$ can be written
\begin{equation}
n=\frac{e^{-x/2}}{2\sinh(x/2)},\qquad n+1=\frac{e^{x/2}}{2\sinh(x/2)} .
\end{equation}
In the first product of (\ref{F}) the exponentials multiply to $e^{\sum s_ix_i/2}=e^{x_\lambda/2}$; in the second they give $e^{-x_\lambda/2}$. The denominators are common. Hence, for every channel,
\begin{equation}
F=\frac{2\sinh(x_\lambda/2)}{\prod_{i=1}^{m}2\sinh(x_i/2)} ,
\label{sinh}
\end{equation}
where $m$ is the number of partners: two for a three-phonon process, three for a four-phonon process. This is positive. Replacing $2\sinh(x/2)$ by $x$ gives
\begin{equation}
F\simeq\frac{x_\lambda}{\prod_i x_i}=\frac{\omega\,T^{m-1}}{\prod_i\omega_i}:
\qquad
F_{m=2}\simeq\frac{\omega T}{\omega_1\omega_2},\quad
F_{m=3}\simeq\frac{\omega T^2}{\omega_1\omega_2\omega_3}.
\label{law}
\end{equation}
So each process that the vertex and the conservation laws allow contributes a leading rate linear in $T$ for three phonons and quadratic for four, with a positive coefficient. If no process of one kind is allowed, that part of the rate is absent.

As a check of (\ref{sinh}), take partners with $x_1=1.5$ and $x_2=1.7$ created in a decay. Then $x_\lambda=3.2$ and $F=4.751/(1.645\times1.912)=1.511$. Squared matrix elements between explicit number states, averaged thermally, also give 1.511. The numerical output lists this comparison's values for both three-phonon and all three four-phonon types.

\section{Corrections and the sum over modes}

Q. How hot is hot enough? I would expect corrections of relative order $\omega/T$.

A. There are none of that order. The expansion $2\sinh(x/2)=x(1+x^2/24+\dots)$ contains even corrections alone, so
\begin{equation}
F=\frac{\omega T^{m-1}}{\prod_i\omega_i}\left[1+\frac{\omega^2-\sum_i\omega_i^2}{24\,T^2}+O(T^{-4})\right].
\label{corr}
\end{equation}
For a decay the numerator is positive, because $(\sum\omega_i)^2>\sum\omega_i^2$. For three-phonon absorption and for recombination it is negative; for redistribution it can have either sign. The expansion requires $\omega_i^2/(24T^2)$ to be small for every participating frequency, not just that of $\lambda$.

Q. A crystal has infinitely many channels. Can a law that holds for each term fail for the sum?

A. Compare (\ref{sinh}) with (\ref{law}), using $y=x/2$:
\begin{equation}
R\equiv\frac{F}{F_{\rm cl}}=\frac{\sinh y_\lambda}{y_\lambda}\prod_i\frac{y_i}{\sinh y_i}
\le\frac{\sinh y_\lambda}{y_\lambda},
\label{R}
\end{equation}
since $y/\sinh y\le1$. The bound is the same for all partners and tends to 1 at high temperature. If the classical sum converges, the limit may therefore be taken under the sum, and the power survives. Soft acoustic partners do no harm here: their factors $y_i/\sinh y_i$ are already near 1.

\section{The same powers from a classical force}

Q. If the limit is classical, I should be able to get it without counting the quanta of the partner modes.

A. Let a mode coordinate $Q$ with mass $M$ and frequency $\Omega$ feel a fluctuating force $\mathcal F$ from the other modes, through $-Q\mathcal F$. Define
\begin{equation}
S(\Omega)=\int dt\,e^{i\Omega t}\langle \mathcal F(t)\mathcal F(0)\rangle .
\end{equation}
With $Q=(b+b^\dagger)/\sqrt{2M\Omega}$, the golden rule gives a downward rate $nS(\Omega)/(2M\Omega)$ and an upward rate $(n+1)S(-\Omega)/(2M\Omega)$. The coefficient of $-n$ is
\begin{equation}
\gamma=\frac{S(\Omega)-S(-\Omega)}{2M\Omega}
=\frac{(1-e^{-\Omega/T})S(\Omega)}{2M\Omega}
\longrightarrow\frac{S_{\rm cl}(\Omega)}{2MT}.
\label{kubo}
\end{equation}
The second form uses detailed balance, $S(-\Omega)=e^{-\Omega/T}S(\Omega)$.

A classical harmonic displacement is $\sqrt T$ times a Gaussian variable whose statistics do not depend on $T$. Cubic anharmonicity makes the force quadratic in the other displacements, so $\mathcal F\propto T$ and $S_{\rm cl}\propto T^2$. Quartic anharmonicity makes it cubic, so $\mathcal F\propto T^{3/2}$ and $S_{\rm cl}\propto T^3$. Division by $T$ in (\ref{kubo}) leaves $T$ and $T^2$. Your $T^3$ was thus a real feature of the force noise, but not of the relaxation rate.

\section{A chain that can be worked through}

Q. Show me a case where the momentum sums are actually done.

A. Take an infinite chain with displacements $u_l$, mass $m$, bond stretch $e_l=u_{l+1}-u_l$ and spring $K$. Each cell also has an optical coordinate $s_l$ of mass $M$ and frequency $\Omega$, with anharmonic energy
\begin{equation}
H'=\sum_l\left(\frac{g_3}{2}s_le_l^2+\frac{g_4}{6}s_le_l^3\right).
\end{equation}
This energy alone is not bounded below at large stretch. Minimizing over $s_l$ leaves a leading term $-g_4^2e_l^6/(72M\Omega^2)$, so an added $e^6$ term with a larger coefficient repairs that, while an $e^4$ term alone cannot. Containing no $s$, the added term does not enter the direct lowest-order decay of the optical mode.

The harmonic equation of motion gives $\omega_q^2=(4K/m)\sin^2(q/2)$, so $\omega_q=\omega_m|\sin(q/2)|$ with $\omega_m=2\sqrt{K/m}$. A displacement mode has squared amplitude $1/(2m\omega_q)$ per quantum factor, and taking the stretch multiplies it by $|e^{iq}-1|^2=4\sin^2(q/2)=m\omega_q^2/K$. Therefore
\begin{equation}
G_l(t)=\langle e_l(t)e_0(0)\rangle=\int_{-\pi}^{\pi}\frac{dq}{2\pi}e^{iql}\frac{\omega_q}{2K}
\left[(n_q+1)e^{-i\omega_qt}+n_qe^{i\omega_qt}\right].
\end{equation}

The zone-centre optical coordinate enters as $s_l=Q/\sqrt N$ for $N$ cells. Its force correlation is then a sum over $l$ of local correlations. For Gaussian stretches, the connected part of $\langle e_l^2(t)e_0^2(0)\rangle$ is $2G_l^2$, while $\langle e_l^3(t)e_0^3(0)\rangle=6G_l^3+9G_0(0)^2G_l$. The last term, summed over $l$, has $q=0$ and hence zero frequency, so it cannot supply $\Omega$. Correlations between $e^2$ and $e^3$ vanish because they are odd. At $\Omega\neq0$,
\begin{equation}
S_3=\frac{g_3^2}{2}\int dt\,e^{i\Omega t}\sum_lG_l^2,\qquad
S_4=\frac{g_4^2}{6}\int dt\,e^{i\Omega t}\sum_lG_l^3 .
\end{equation}

Q. Start with the three-phonon part.

A. The sum over $l$ pairs $q$ with $-q$, so the optical phonon decays into two acoustic phonons with $\omega_q=\Omega/2$. Forward minus reverse gives $(n+1)^2-n^2=1+2n=\coth(\Omega/4T)$. The delta function has roots $\pm q_0$, each contributing $1/(2v)$, where $v=(\omega_m/2)\cos(q_0/2)$ is the group velocity. Thus $\int dq\,\delta(\Omega-2\omega_q)=1/v$, and
\begin{equation}
\gamma_3=\frac{1}{2M\Omega}\,\frac{g_3^2}{2}\left(\frac{\Omega}{4K}\right)^2\frac{\coth(\Omega/4T)}{v}
=\frac{g_3^2\Omega}{64MK^2v}\coth\frac{\Omega}{4T}
\longrightarrow\frac{g_3^2T}{16MK^2v}.
\label{g3}
\end{equation}
The limit uses $\coth z\simeq1/z$.

Q. And the four-phonon part?

A. Each $G$ supplies a sign $s_i$, and the sum over $l$ fixes $q_1+q_2+q_3=0$ modulo $2\pi$ (reversing any $q_i$ leaves $\omega_i$ unchanged). Hence
\begin{equation}
\gamma_4=\frac{g_4^2}{12M\Omega}\sum_{s}\int\frac{dq_1dq_2}{2\pi}
\prod_{i=1}^3\frac{\omega_i}{2K}\,F\,\delta\Big(\Omega-\sum_is_i\omega_i\Big).
\end{equation}
Insert $F_{\rm cl}=\Omega T^2/(\omega_1\omega_2\omega_3)$. All frequencies in the prefactor cancel:
\begin{equation}
\gamma_4\to\frac{g_4^2T^2J}{96MK^3},\qquad
J=\sum_s\int\frac{dq_1dq_2}{2\pi}\delta\Big(\Omega-\sum_is_i\omega_i\Big).
\label{g4}
\end{equation}

To evaluate $J$, replace each pair $(q,s)$ by one angle $a\in[0,2\pi)$ with $q=2a$ modulo $2\pi$ and $s|\sin(q/2)|=\sin a$. Then $\sum_s\int dq=2\int da$, and momentum conservation requires $a_1+a_2+a_3=0$ or $\pi$ modulo $2\pi$; these two classes represent the two values of $s_3$. The reflection $a_i\to\pi-a_i$ keeps every sine and exchanges the classes, so they contribute equally. In the first class write $a_1=a$ and $a_{2,3}=-a/2\pm d$, giving
\begin{equation}
\sin a_2+\sin a_3=-2\sin(a/2)\cos d .
\end{equation}
Let $A=2\omega_m\sin(a/2)$ and $B=\Omega-\omega_m\sin a$. The delta function is $\delta(B+A\cos d)$. If $A^2>B^2$ it has two roots in $d$, each weighted by $1/(A|\sin d|)=1/\sqrt{A^2-B^2}$. Collecting the factors $\frac1{2\pi}\times2\times2$ from the measure, 2 from the classes and 2 from the roots,
\begin{equation}
J=\frac8\pi\int_{A^2>B^2}\frac{da}{\sqrt{4\omega_m^2\sin^2(a/2)-(\Omega-\omega_m\sin a)^2}} .
\end{equation}
For the full quantum rate, the integrand is multiplied by $R$ of (\ref{R}).

\section{Numbers, hot and cold}

Q. Put in values.

A. I use round model parameters in atomic units: $m=M=50000\,m_e$, $K=0.05\,E_h/a_0^2$, $\Omega=0.003\,E_h$, $g_3=0.05\,E_h/a_0^3$ and $g_4=0.1\,E_h/a_0^4$. Then $\omega_m=0.002\,E_h$, $\sin(q_0/2)=0.75$, $v=0.001\times0.6614=6.614\times10^{-4}$ cells per atomic time, and $J=3566\,E_h^{-1}$. Splitting supplies 29\% of $J$ and redistribution 71\%. Recombination is impossible, since it would need $\omega_3=\Omega+\omega_1+\omega_2$, above $\omega_m$.

The optical frequency corresponds to 947.3 K, so at 1200 K $T=0.003\times1200/947.3=3.800\times10^{-3}\,E_h$. The classical laws give
\begin{align}
\gamma_3&=\frac{0.05^2\times3.800\times10^{-3}}{16\times50000\times0.05^2\times6.614\times10^{-4}}
=7.18\times10^{-6}\,E_h,\\
\gamma_4&=\frac{0.1^2\times(3.800\times10^{-3})^2\times3566}{96\times50000\times0.05^3}
=8.58\times10^{-7}\,E_h .
\end{align}
With quantum occupations they become $7.27\times10^{-6}$ and $8.66\times10^{-7}\,E_h$, or 0.301 and 0.0358 ps$^{-1}$. The increases are 1.3\% and 0.9\%. Equation (\ref{corr}) accounts for the first: $\Omega^2/(48T^2)=0.013$. Averaging its correction term over the four-phonon energy shell gives $1.244\times10^{-7}\,E_h^2/T^2=0.0086$ for the second.

The force correlations, evaluated directly in space and time, reproduce these quantum rates to better than 0.1\% at all six temperatures from 50 to 2400 K. This agreement tests the lowest-order rates, not perturbation theory itself, because the partner modes are harmonic in both calculations. The damping is weak, $\gamma_3/\Omega=0.0024$ at 1200 K, which is necessary for perturbation theory but does not prove it. A direct simulation of the anharmonic chain would also need the bounding $e^6$ term.

Q. What exponents would I read off from two temperatures?

A. From the correlation results, $\Delta\ln\gamma/\Delta\ln T$ is

\begin{center}
\begin{tabular}{lcc}
Interval (K) & $\gamma_3$ & $\gamma_4$\\
50--75 & 0.01 & 0.95\\
75--300 & 0.30 & 1.53\\
300--600 & 0.81 & 1.88\\
600--1200 & 0.95 & 1.96\\
1200--2400 & 0.99 & 1.99
\end{tabular}
\end{center}

Q. The cold end looks odd. One rate is flat and the other nearly linear.

A. In (\ref{g3}), $\coth\to1$ when $T\ll\Omega/4$: spontaneous decay into two phonons remains, and $\gamma_3$ becomes constant. At 50 K it is 4.7 times its classical value.

Spontaneous splitting also leaves $\gamma_4$ a constant at $T=0$. But one of its three partners may be arbitrarily soft. Such a partner carries weight $\omega_i n_i$, and for a linear acoustic branch
\begin{equation}
\int_0^\infty\frac{\omega\,d\omega}{e^{\omega/T}-1}=\frac{\pi^2T^2}{6}.
\end{equation}
The first thermal addition to the constant is therefore of order $T^2$. A constant plus a growing $T^2$ term passes through intermediate local exponents. Between 50 and 75 K these two terms alone would give about 0.81; higher powers of $T$ raise it to 0.95. This is a crossover value, not a new linear law.

\section{What else can change the exponent?}

Q. Suppose a measured or simulated rate is hot enough but does not follow these powers. Is the theory wrong?

A. First ask whether the force constants stayed fixed. Let $K$ be 10\% lower at 2400 K than at 1200 K, with $\Omega$ and the couplings unchanged. The exponents over that interval become 1.48 and 2.48. For $\gamma_3$ the reason can be traced in (\ref{g3}): $K^{-2}$ contributes a factor $1/0.9^2=1.235$, and the lower $v$ a factor 1.139. Together they add $\ln(1.235\times1.139)/\ln2=0.49$ to the exponent. The occupations have not changed their law; its coefficient has moved.

Q. Is the $T^2$ part at least a clean measure of quartic force constants?

A. No. Two cubic vertices joined by a virtual phonon also produce four-phonon scattering. Suppose the vertices exchange energy $E$ through a virtual mode of frequency $\omega_v$. Creating that phonon first contributes $(n_v+1)/(E-\omega_v)$ to the amplitude; absorbing an existing one first contributes $n_v/(\omega_v-E)$. Their sum is
\begin{equation}
\frac{n_v+1}{E-\omega_v}+\frac{n_v}{\omega_v-E}=\frac1{E-\omega_v},
\end{equation}
without temperature. The two orderings in which the virtual phonon carries energy the other way add $-1/(E+\omega_v)$, by the same cancellation of $n_v$. The external phonons supply the same $F$, so this process also scales as $T^2$, and its amplitude must be added to the quartic one before squaring. Near $E=\omega_v$ the expression fails, because the intermediate phonon is real and the event becomes two successive three-phonon processes.

There is a further route to $T^2$. A frequency shift, whether first order in quartic or second order in cubic constants, is linear in $T$ at high temperature; fed back into a three-phonon rate that is itself linear, it gives a quadratic change. In this chain the cubic coupling displaces $s$ to $\langle s\rangle=-g_3T/(2KM\Omega^2)$ and so changes $K$ by $g_3\langle s\rangle$, about $-0.4\%$ at 1200 K. That effect alone raises $\gamma_3$ by about $1\times10^{-7}\,E_h$, some 11\% of $\gamma_4$. Fixed frequencies exclude it. The values of $\gamma_4$ above are thus the direct quartic contribution, not the whole second-order rate of the chain.

Q. So what may I infer from the ratio $\gamma_4/\gamma_3$?

A. For these direct processes it grows linearly with $T$ in the classical regime: 0.12 at 1200 K and 0.24 at 2400 K in this chain. The size depends on the chosen couplings and the available phase space. The linear growth depends on neither, provided both are fixed and both classical coefficients are finite and nonzero.

\section*{Numbers as computed}
\begin{verbatim}
masses m = M = 50000 m_e
spring K = 0.050 E_h/a0^2
optical frequency Omega = 0.0030 E_h/hbar
cubic coupling g3 = 0.050 E_h/a0^3
quartic coupling g4 = 0.100 E_h/a0^4
acoustic maximum w_m = 0.0020 E_h/hbar
Omega/k_B expressed as temperature = 947.3 K
decay wave number q0 = 1.69612 rad per cell
group velocity v = 6.61438e-04 cells per atomic time
shell integral J = 3565.93 hbar/E_h
J splitting share = 0.2886 (dimensionless)
J redistribution share = 0.7114 (dimensionless)
J recombination share = 0.0000 (dimensionless)
Fock test x1, x2, x3 = 1.5 1.7 4.0 (dimensionless)
Fock factor, 3-phonon splitting = 1.510733 (dimensionless)
Fock factor, 3-phonon absorption = 0.268560 (dimensionless)
Fock factor, 4-phonon splitting = 1.603117 (dimensionless)
Fock factor, 4-phonon redistribution = 0.352603 (dimensionless)
Fock factor, 4-phonon recombination = 0.036011 (dimensionless)
Rates below in E_h/hbar: correlation / on-shell / classical law
gamma3 at 50 K: 1.41801e-06 / 1.41758e-06 / 2.99236e-07
gamma4 at 50 K: 4.95127e-09 / 4.94904e-09 / 1.49007e-09
gamma3 at 75 K: 1.42292e-06 / 1.42250e-06 / 4.48853e-07
gamma4 at 75 K: 7.27327e-09 / 7.27081e-09 / 3.35266e-09
gamma3 at 300 K: 2.15426e-06 / 2.15376e-06 / 1.79541e-06
gamma4 at 300 K: 6.03781e-08 / 6.03767e-08 / 5.36425e-08
gamma3 at 600 K: 3.77619e-06 / 3.77541e-06 / 3.59083e-06
gamma4 at 600 K: 2.21783e-07 / 2.21783e-07 / 2.14570e-07
gamma3 at 1200 K: 7.27611e-06 / 7.27466e-06 / 7.18165e-06
gamma4 at 1200 K: 8.65623e-07 / 8.65628e-07 / 8.58280e-07
gamma3 at 2400 K: 1.44127e-05 / 1.44099e-05 / 1.43633e-05
gamma4 at 2400 K: 3.44048e-06 / 3.44050e-06 / 3.43312e-06
Purely classical correlation at 1200 K, gamma3, gamma4 = 7.18265e-06, 8.58293e-07 E_h/hbar
exponents 50-75 K, gamma3, gamma4 = 0.0085, 0.9484
exponents 75-300 K, gamma3, gamma4 = 0.2992, 1.5267
exponents 300-600 K, gamma3, gamma4 = 0.8097, 1.8770
exponents 600-1200 K, gamma3, gamma4 = 0.9462, 1.9646
exponents 1200-2400 K, gamma3, gamma4 = 0.9861, 1.9908
1200-2400 K exponents with K 10% softer at 2400 K = 1.4774, 2.4849
T^-2 correction coefficient, gamma3 = 1.8750e-07 E_h^2
T^-2 correction coefficient, gamma4 = 1.2442e-07 E_h^2
on-shell gamma3, gamma4 at 1200 K = 0.30074, 0.03579 ps^-1
gamma4/gamma3 at 1200 K = 0.1190
gamma3/Omega at 1200 K = 0.00242
classical rms stretch at 1200 K = 0.2757 a0
\end{verbatim}
